Overall and Internal Rotation of Two Coaxial Symmetric Tops

A molecule such as CH₃–SiH₃ consists of two groups that can turn against each other about the bond joining them. Its thermochemistry needs a moment of inertia for this internal rotation. The problem finds that moment, asks how far the internal motion separates from the rotation of the whole molecule, and applies the result to torsional entropy.

Each group is a rigid top with at least threefold symmetry about the common axis, whose direction is the unit vector n. Top i (i = 1, 2) has mass M_i, axial moment I_i, and transverse moment A_i about its own centre of mass. The polar angles of n in the laboratory are θ and φ, and χ_i is the angle through which top i is turned about n. The potential V depends on the torsion angle α = χ₂ − χ₁ alone. A dot denotes a time derivative.

**(a) Find the kinetic energy in the molecule's centre-of-mass frame.**

Symmetry first fixes the form of each top's inertia tensor. The centre of mass is unmoved by a symmetry rotation, so it lies on the axis. The tensor elements that couple the axis to the transverse plane form a vector in that plane. A rotation must leave this vector unchanged, so it vanishes. The two transverse principal moments are equal: if they differed, a rotation by 120° or 90° would carry a principal direction into one with a different moment, and the same holds for higher symmetries. Each top therefore has the moments A_i, A_i, I_i.

The angular velocity of top i has a part n × ṅ, which tilts the axis, and a part along n. The turn χ̇_i lies along n, while φ̇ is a turn about the laboratory vertical, whose component along n is cosθ φ̇. Hence

ω_i = χ̇_i + cosθ φ̇

is the axial angular velocity. The squared tilting rate is

|ṅ|² = θ̇² + sin²θ φ̇².

If the centre of mass of top i is at s_i n from that of the molecule, its velocity is s_i ṅ. Adding the translational and rotational energies of both tops gives

T = ½ Σ_i (M_i s_i² + A_i)|ṅ|² + ½ I₁ω₁² + ½ I₂ω₂².

The first sum is the transverse moment of the whole molecule,

I_B = Σ_i (M_i s_i² + A_i),

which does not depend on α. Thus

T = ½ I_B(θ̇² + sin²θ φ̇²) + ½ I₁(χ̇₁ + cosθ φ̇)² + ½ I₂(χ̇₂ + cosθ φ̇)².

**(b) Choose an overall axial angle that removes the coupling to α̇. What moment belongs to the torsion?**

Let χ = aχ₁ + bχ₂ with a + b = 1. Turning both tops by the same angle then changes χ by that angle and leaves α fixed. Solving for the original angles,

χ₁ = χ − bα,  χ₂ = χ + aα.

With W = χ̇ + cosθ φ̇, the axial velocities are ω₁ = W − bα̇ and ω₂ = W + aα̇. The axial energy becomes

2T_axial = I₁(W − bα̇)² + I₂(W + aα̇)²
= (I₁ + I₂)W² + 2(aI₂ − bI₁)Wα̇ + (b²I₁ + a²I₂)α̇².

The cross term vanishes if aI₂ = bI₁. Together with a + b = 1, and writing I = I₁ + I₂, this gives

a = I₁/I,  b = I₂/I.

The coefficient of α̇² is then

I_r = (I₂²I₁ + I₁²I₂)/I² = I₁I₂(I₁ + I₂)/I²,

so that

I_r = I₁I₂/(I₁ + I₂).

The kinetic energy has separated:

T = ½ I_B(θ̇² + sin²θ φ̇²) + ½ I W² + ½ I_r α̇².

When W = 0, the tops turn oppositely with I₁ω₁ = −I₂ω₂, so their axial angular momenta cancel. If I₂ is much larger than I₁, then I_r tends to I₁: the light top turns against an almost stationary partner. For equal tops, I_r is half the moment of either.

The result does not depend on using this frame. If the overall angle is fixed to top 1, then a = 1, b = 0, and the mass matrix for (W, α̇) is

[ I   I₂ ]
[ I₂  I₂ ].

Its determinant is II₂ − I₂² = I₁I₂. The αα element of its inverse is I/(I₁I₂) = 1/I_r. The bare coefficient I₂ of α̇² in this frame is not the torsional moment, because the cross term also contributes to the Hamiltonian.

**(c) Write the quantum Hamiltonian. Are the torsional levels independent of overall rotation?**

The momenta conjugate to χ and α are P = IW and p = I_rα̇. Those conjugate to θ and φ are

p_θ = I_Bθ̇,  p_φ = I_B sin²θ φ̇ + P cosθ.

Replacing the velocities gives the classical Hamiltonian

H = [p_θ² + (p_φ − P cosθ)²/sin²θ]/(2I_B) + P²/(2I) + p²/(2I_r) + V(α).

The square bracket is J² − P², where J is the total angular momentum and P its component along n.

In curved coordinates the quantum kinetic operator is the Laplace–Beltrami operator,

−(ħ²/2) Σ_ij g^(−1/2) ∂_i [g^(1/2) g^ij ∂_j],

where g is the determinant of the mass matrix and g^ij its inverse. The φ,χ block has determinant

(I_B sin²θ + I cos²θ)I − I²cos²θ = I_B I sin²θ.

Including the θ and α elements gives g = I_B² I I_r sin²θ. Since g does not depend on α, and α is uncoupled from the other coordinates, the torsional operator has no extra potential:

H = J²/(2I_B) + [1/(2I) − 1/(2I_B)]P² − (ħ²/2I_r) ∂²/∂α² + V(α).

The eigenfunctions can be taken proportional to exp(iKχ)u(α), with P = ħK and integer K. The remaining link lies in the boundary condition. Turning top 1 through 2π restores the molecule, but changes χ by 2πI₁/I and α by −2π. Single-valuedness therefore requires

exp(2πiK I₁/I) u(α − 2π) = u(α),

or, after shifting α,

u(α + 2π) = exp(2πiK I₁/I) u(α).

Turning top 2 instead gives the phase exp(−2πiK I₂/I). The two agree because I₁/I + I₂/I = 1 and K is an integer. The differential operator separates, but the torsional energies generally depend on K.

The free case shows the effect. For V = 0, u = exp(iqα) with q = n + K I₁/I and integer n, and the torsional energy is ħ²q²/(2I_r). For levels well below the top of a high barrier this dependence is weak, because the wave function must tunnel between wells to respond to the phase. Levels near or above the top remain sensitive to it.

**(d) For a threefold barrier, find the small-oscillation quantum, its first correction, and the classical partition function.**

Measure α from a minimum and take

V(α) = ½V₃(1 − cos3α),  F = ħ²/(2I_r).

Expanding the cosine,

V = (9/4)V₃α² − (27/16)V₃α⁴ + ...

Equating the first term to ½I_rω²α² gives ω² = 9V₃/(2I_r). Therefore (ħω)² = 9V₃F and

ħω = 3√(V₃F).

The quartic term is treated by first-order perturbation theory. The ground-state variance is s² = ħ/(2I_rω) = F/(ħω), so s⁴ = F/(9V₃). The average of α⁴ is 3s⁴ in the ground state and 15s⁴ in the first excited state. The gap changes by

−(27/16)V₃ × 12s⁴ = −(9/4)F.

For V₃ much larger than F, the gap is thus approximately 3√(V₃F) − 9F/4.

The classical partition function needs a symmetry number of 3, since the three wells hold indistinguishable arrangements. With x = V₃/(2kT),

q = (1/3h) ∫dp exp[−p²/(2I_rkT)] ∫₀^2π dα exp[−x(1 − cos3α)].

The momentum integral is √(2πI_rkT). The angular integral is 2π exp(−x)B(x), where B is the modified Bessel function of order zero, defined by

B(x) = (1/2π) ∫₀^2π exp(x cos y) dy.

Hence

q = [√(8π³I_rkT)/(3h)] exp(−x)B(x) = ⅓√(πkT/F) exp(−x)B(x).

At x = 0 this is the free-rotor result. Because q is proportional to √I_r, replacing I_r by I′ at fixed temperature and barrier changes the classical molar entropy by

ΔS = ½R ln(I′/I_r).

**(e) Apply these results to a model in the regime of methylsilane.**

Take rough bond lengths of 1.09 Å for C–H, 1.48 Å for Si–H and 1.87 Å for C–Si, tetrahedral angles, a hydrogen mass of 1.008 amu, and a rough barrier of 70 meV. A tetrahedral bond of length r has squared distance 8r²/9 from the axis, so

I₁ = 3 × 1.008 × (8/9) × 1.09² = 3.194 amu Å²,
I₂ = 3 × 1.008 × (8/9) × 1.48² = 5.888 amu Å²,
I_r = 3.194 × 5.888/9.081 = 2.071 amu Å².

This is 3.44 × 10⁻⁴⁷ kg m², and F = 1.009 meV. The harmonic quantum is

3√(70 × 1.009) = 25.2 meV,

and subtracting 9F/4 = 2.3 meV gives 22.9 meV.

For K = 0, where the boundary phase is 1, the levels follow from diagonalizing the torsional Hamiltonian in plane waves exp(imα), with |m| up to 60. The diagonal elements are Fm² + V₃/2, and −V₃/4 connects m to m ± 3. The ground level is split by tunnelling into a single level and a pair 2.8 μeV above it. The first excited level is split more widely, into a pair 22.64 meV and a single level 22.73 meV above the lowest state. The gap between the centres of the two groups, which is the quantity the one-well estimate refers to, is 22.7 meV.

From the levels E_j,

q = ⅓ Σ_j exp(−E_j/kT),
S = R(ln q + ⟨E⟩/kT),
C = R(⟨E²⟩ − ⟨E⟩²)/(kT)².

The harmonic comparison uses one well with the 25.2 meV quantum; the free rotor uses the same I_r and symmetry number 3. Entries are S, C in J/(mol K).

| Model | 298.15 K | 1000 K |
|---|---|---|
| Hindered | 10.67, 7.71 | 17.95, 4.77 |
| Harmonic | 8.80, 7.68 | 18.56, 8.26 |
| Free | 13.24, 4.16 | 18.27, 4.16 |

At 298.15 K the harmonic heat capacity is close to the hindered value, although its entropy is 1.9 J/(mol K) too low. Agreement in one quantity does not establish the other. At 1000 K kT is 86.2 meV, above the barrier, and the hindered heat capacity is approaching the free value R/2. The harmonic value is near R, because in the classical limit the kinetic energy and the quadratic potential each contribute R/2.

The classical formula can be followed at 1000 K. Here x = 35/86.2 = 0.406, so

q = ⅓√(π × 86.2/1.009) × 0.694 = 3.79.

Before rounding, the classical value is 0.07% above the quantum sum. At 298.15 K the classical value is 2.2% high.

Using the wrong moment matters more. At 1000 K and the same barrier, replacing I_r by I₁ raises S by 1.80 J/(mol K), since ½R ln(3.194/2.071) = 1.80. Replacing it by I₂ or I₁ + I₂ raises S by 4.34 or 6.14 J/(mol K) in the level sums; the classical formula gives 4.34 and 6.15.

The phase found in part (c) can be sized with the same moments. For a barrier lowered to 5 meV, the axial and torsional levels were found by diagonalizing the two-top Hamiltonian directly in χ₁ and χ₂. Omitting the phase from the separated problem misplaces entries in the ordered list of the lowest 40 levels by up to 0.6 meV. For the 70 meV barrier at 298.15 K, by contrast, shifting m by 0.15, 0.35 or 0.5 to represent different phases changes q by less than one part in 10¹⁰. The phase matters for resolved levels, but factorizing the partition function is an excellent approximation here, where kT is about 25 times F.

**(f) What replaces the product rule when one top is unsymmetrical, and what does the rigid model leave out?**

Let top 1 remain symmetric, and fix the frame in an unsymmetrical top 2. Let 𝓘 be the inertia tensor of the whole molecule about its centre of mass, and ω the angular velocity of the frame. If top 1 turns at rate α̇ relative to the frame,

2T = ω·𝓘ω + 2I₁α̇ n·ω + I₁α̇².

The inverse of the αα element of the inverse mass matrix is the minimum of 2T over ω at α̇ = 1. This minimum is unaffected by the choice of frame. It occurs at ω = −I₁𝓘⁻¹n, giving

I_r = I₁ − I₁² n·𝓘⁻¹n.

For two symmetric tops n·𝓘⁻¹n = 1/I, and I₁ − I₁²/I = I₁I₂/I is recovered. Otherwise the Cauchy–Schwarz inequality gives n·𝓘⁻¹n ≥ 1/(n·𝓘n). The moment n·𝓘n, taken about a parallel axis through the centre of mass, cannot exceed the moment I about the bond. The product rule, with moments taken about the bond, therefore cannot underestimate I_r in this case.

As an illustration, replace one silyl hydrogen by chlorine of mass 35.45 amu at a rough 2.05 Å, keeping the other lengths and the tetrahedral angles. With carbon and silicon masses of 12.011 and 28.085 amu, the product rule gives 3.12 amu Å², while the full mass matrix gives 3.00 amu Å². The rule is 4% high.

Real methylsilane also breaks the assumption of rigid tops. A rough estimate lets each hydrogen bend harmonically and independently, changing only the angle between its bond and the axis, with quanta of 110 meV in CH₃ and 90 meV in SiH₃. At 1000 K the root-mean-square bends, zero-point motion included, are 9.6° and 8.5°. Averaging the inverse-mass-matrix moment over 2000 randomly bent geometries lowers I_r by about 2.4%. Used as a constant moment in the formula of part (d), the lower value changes S by about −0.10 J/(mol K). The average also falls as the temperature rises. Since S = d(RT ln q)/dT, this adds ½R d ln I_r/d ln T, or about −0.08 J/(mol K), so the bending shift through I_r is about −0.18 J/(mol K). The choice of average affects the last digit: averaging 1/I_r, the quantity that appears in the Hamiltonian, lowers the effective moment by 2.7% and gives −0.20 J/(mol K). Bending also changes the moments of overall rotation, an effect not included here. The potential is uncertain as well. Raising the barrier by 10% changes S by −0.38 J/(mol K) at 298.15 K, but by −0.065 J/(mol K) at 1000 K. Adding a sixfold term ½V₆(1 − cos6α) with V₆ = 2 meV changes S by −0.07 J/(mol K) at 298.15 K; a negative V₆ of the same size would raise S instead. For these assumed changes, the barrier shifts S more than the sixfold term does at 298.15 K, while at 1000 K the bending shift is nearly three times the barrier shift. That ratio depends on the assumed bend quanta: with stiffer bends of 137 and 102 meV, the bending shift is about −0.13 J/(mol K), or twice the barrier shift. These are estimates for the model, not measured corrections for methylsilane.

All numerical values are calculated from the stated model.
